# Raman shift of the singlet optical phonon in biaxially strained (001) silicon, part 1

(Sections cited here and not found follow in the second part.)

## 1. The shift theorem and its proof

Suppose that the strain of a silicon layer is read from its Raman line, and that the reader counts the stretching in the plane but forgets that the layer becomes thinner. With the silicon constants used in the second half, a layer stretched by 0.8 % would then be expected to shift its line by −9.57 cm⁻¹. With the thinning included, the shift is −6.60 cm⁻¹. A reader who used the first relation would find a strain of only $0.8\,\%\times 6.60/9.57=0.55\,\%$. The relative error does not shrink for small strains, because both contributions are linear in the strain. A second error of the same kind is to treat the strain as a pure change of volume. That leaves out the splitting of the optical phonon, and the light selects one of the split lines.

The correct linear relation needs three ingredients: how the restoring forces between the two sublattices change with strain, how much the layer contracts along its normal, and which vibration is observed. The first two give the theorem below. The third is treated in the second half.

### Setting and conventions

The axes $x,y,z$ lie along the cube axes of silicon, and $z$ is the normal of the layer. The strain components $e_{ij}$ are measured from the unstrained crystal at the same temperature. Extension and tensile stress are positive.

The diamond lattice consists of two sublattices, A and B, with atoms of equal mass $m$. In a zone-centre optical vibration each sublattice moves rigidly. Let $\mathbf u=\mathbf u_B-\mathbf u_A$ be the relative displacement, measured in ordinary laboratory lengths on top of the positions fixed by the uniform strain. This choice matters: coordinates that stretch with the crystal would give the kinetic energy a dependence on strain, and the constant $p$ below would take another value.

The angular frequency of the unstrained optical phonon is $\omega_0$. Spectroscopists state the wavenumber $\nu_0=\omega_0/(2\pi c)$, where $c$ is the speed of light. A shift of the wavenumber is the shift of the angular frequency divided by $2\pi c$.

The assumptions are these.

1. The layer is uniform in the plane, with $e_{xx}=e_{yy}=e$ and $e_{xy}=0$. Its top surface carries no force.
2. The strain is small, and the energy of the crystal is a smooth function of strain and of $\mathbf u$.
3. The electrons follow the atoms in their ground state, so that the atoms move on one energy surface.
4. The phonon has negligible wavevector, and the temperature is fixed.

### Theorem

Under these assumptions there are two material constants $p$ and $q$, with the unit s⁻², such that the optical triplet of the strained layer splits into a singlet polarised along $z$ and a doublet polarised in the plane. Their shifts are

$$
\Delta\omega_s=\frac{e}{\omega_0}\left(q-p\,\frac{C_{12}}{C_{11}}\right)+O(e^2),
$$

$$
\Delta\omega_d=\frac{e}{2\omega_0}\left(p+q-2q\,\frac{C_{12}}{C_{11}}\right)+O(e^2).
$$

Here $C_{11}$ and $C_{12}$ are the elastic constants of the cubic crystal. In wavenumbers the singlet obeys

$$
\Delta\nu_s=b\,e,\qquad
b=\nu_0\,\frac{q-p\,C_{12}/C_{11}}{\omega_0^2}.
$$

The proof rests on three lemmas.

### Lemma 1: the equation of motion

The relative displacement obeys $\mu\ddot u_i=-\sum_jK_{ij}u_j$ near equilibrium, where $\mu=m/2$ and $K_{ij}$ is the matrix of second derivatives of the energy per primitive cell.

*Proof.* Let $W(e_{ij},\mathbf u)$ be the energy per primitive cell at fixed uniform strain. A common shift of both sublattices does not change it, so it depends on the displacements through $\mathbf u=\mathbf u_B-\mathbf u_A$ alone. The chain rule gives $\partial W/\partial u_{B,i}=\partial W/\partial u_i$ and $\partial W/\partial u_{A,i}=-\partial W/\partial u_i$. Newton's equations are therefore

$$
m\,\ddot u_{B,i}=-\frac{\partial W}{\partial u_i},\qquad
m\,\ddot u_{A,i}=+\frac{\partial W}{\partial u_i}.
$$

Subtracting the second from the first gives

$$
m\,\ddot u_i=-2\frac{\partial W}{\partial u_i}
\quad\Longrightarrow\quad
\frac m2\,\ddot u_i=-\frac{\partial W}{\partial u_i}.
$$

If $\mathbf u=0$ is an equilibrium, the first term in the expansion of the force is linear:

$$
\frac{\partial W}{\partial u_i}=\sum_jK_{ij}u_j,\qquad
K_{ij}=\left.\frac{\partial^2W}{\partial u_i\partial u_j}\right|_{\mathbf u=0}.
$$

This is the stated equation. Lemma 2 shows that $\mathbf u=0$ is indeed an equilibrium for the strains considered. ∎

For a vibration at angular frequency $\omega$, $\ddot u_i=-\omega^2u_i$. The squares of the frequencies are therefore the eigenvalues of $K/\mu$.

No electric field has to be added to these forces. Such a field would arise if the sublattices carried opposite effective charges. Inversion about the midpoint of a bond exchanges the sublattices, so their effective charges are equal. A rigid shift of the whole neutral crystal creates no polarisation, so the two charges add to zero. Both must therefore vanish. A uniform strain is unchanged by inversion, and the argument holds in the strained layer too. The limit of zero wavevector then does not depend on the direction from which it is taken.

### Lemma 2: the force matrix under normal strains

If the shear strains vanish, then $\mathbf u=0$ is an equilibrium, $K$ is diagonal, and to first order in strain

$$
\begin{aligned}
K_{xx}/\mu&=\omega_0^2+p\,e_{xx}+q\,(e_{yy}+e_{zz}),\\
K_{yy}/\mu&=\omega_0^2+p\,e_{yy}+q\,(e_{zz}+e_{xx}),\\
K_{zz}/\mu&=\omega_0^2+p\,e_{zz}+q\,(e_{xx}+e_{yy}).
\end{aligned}
$$

*Proof.* An atom of sublattice A has four neighbours in the directions $(1,1,1)$, $(1,-1,-1)$, $(-1,1,-1)$ and $(-1,-1,1)$. A half-turn about $z$ through that atom changes the signs of the first two components. It exchanges the first direction with the fourth and the second with the third. It maps the crystal onto itself and leaves each sublattice in place. The half-turns about $x$ and $y$ do the same.

Normal strains are unchanged by these half-turns. The half-turn about $z$ thus gives

$$
W(u_x,u_y,u_z)=W(-u_x,-u_y,u_z)
$$

at any fixed normal strains. Differentiating with respect to $u_x$ at $\mathbf u=0$ shows that $\partial W/\partial u_x$ equals its own negative, so it vanishes. The same holds for $\partial W/\partial u_y$. The half-turn about $x$ reverses $u_z$ and removes $\partial W/\partial u_z$. There is no force on the sublattices, and $\mathbf u=0$ is an equilibrium. It is stable for small strain because the unstrained matrix has positive eigenvalues.

Next consider $K_{xy}$. The half-turn about $x$ keeps $u_x$ and reverses $u_y$, so $K_{xy}=-K_{xy}=0$. It also removes $K_{xz}$. The half-turn about $y$ keeps $u_y$ and reverses $u_z$, which removes $K_{yz}$. The matrix is diagonal.

For the diagonal elements, write the general linear expansion

$$
K_{xx}/\mu=\omega_0^2+p\,e_{xx}+q\,e_{yy}+q'e_{zz}.
$$

The reflection that exchanges $y$ and $z$ maps the four bond directions among themselves. It leaves $K_{xx}$ alone and exchanges $e_{yy}$ with $e_{zz}$. Hence $q'=q$. The threefold rotation about $(1,1,1)$ carries $x$ to $y$, $y$ to $z$ and $z$ to $x$, and again maps the bonds among themselves. Applied to the first line, it gives the other two with the same constants. Without strain all three elements equal $\mu\omega_0^2$, which is the triplet. ∎

The constant $p$ measures how a strain changes the force constant for motion along the strained axis, and $q$ how it changes the force constant for motion across that axis. Both have the unit of a squared frequency, because strain has no unit.

### Lemma 3: the free surface

In the layer described above,

$$
e_{zz}=-\frac{2C_{12}}{C_{11}}\,e,
\qquad
\sigma_{xx}=\sigma_{yy}=\left(C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}\right)e,
$$

and $e_{xz}=e_{yz}=0$, to first order in $e$.

*Proof.* Mechanical equilibrium along $z$ requires

$$
\frac{\partial\sigma_{xz}}{\partial x}+\frac{\partial\sigma_{yz}}{\partial y}+\frac{\partial\sigma_{zz}}{\partial z}=0.
$$

The layer is uniform in the plane, so the first two terms vanish and $\sigma_{zz}$ does not depend on $z$. It is zero at the free surface and hence zero throughout. The equilibrium equations along $x$ and $y$ give $\sigma_{xz}=\sigma_{yz}=0$ in the same way. In a cubic crystal each of these shear stresses is proportional to the matching shear strain, so $e_{xz}=e_{yz}=0$.

Hooke's law for the normal stress reads

$$
\sigma_{zz}=C_{11}e_{zz}+C_{12}(e_{xx}+e_{yy})=C_{11}e_{zz}+2C_{12}e .
$$

Setting it to zero and dividing by $C_{11}$ gives $e_{zz}$. The in-plane stress follows by substitution:

$$
\sigma_{xx}=C_{11}e+C_{12}(e+e_{zz})
=C_{11}e+C_{12}e-\frac{2C_{12}^2}{C_{11}}e. \qquad ∎
$$

The proof shows that the silicon itself need not be the top layer. A flat, laterally uniform cap leaves $\sigma_{zz}=0$ in the silicon if the surface of the cap is free. A patterned cap or a gate edge breaks the uniformity, and $\sigma_{zz}$ need not vanish there.

### Proof of the theorem

Lemma 3 removes the shear strains, so Lemma 2 applies. Let $\lambda=\omega^2-\omega_0^2$ be the change of an eigenvalue. Motion along $z$ has

$$
\lambda_s=p\,e_{zz}+q(e+e)=p\,e_{zz}+2q\,e .
$$

Motion along $x$ has

$$
\lambda_d=p\,e+q(e+e_{zz}),
$$

and motion along $y$ has the same value because $e_{xx}=e_{yy}$. These are the singlet and the doublet. Inserting $e_{zz}=-2(C_{12}/C_{11})e$ gives

$$
\lambda_s=2e\left(q-p\,\frac{C_{12}}{C_{11}}\right),
\qquad
\lambda_d=e\left(p+q-2q\,\frac{C_{12}}{C_{11}}\right).
$$

The frequency follows from the square root,

$$
\omega=\omega_0\sqrt{1+\frac{\lambda}{\omega_0^2}}
=\omega_0+\frac{\lambda}{2\omega_0}-\frac{\lambda^2}{8\omega_0^3}+\dots
$$

Since $\lambda$ is linear in $e$, the third term is of second order. The second-order terms omitted from Lemmas 2 and 3 also change $\omega$ at order $e^2$. Dividing $\lambda_s$ and $\lambda_d$ by $2\omega_0$ gives the two shifts. Dividing the first by $2\pi c$, and using $1/(2\pi c\,\omega_0)=\nu_0/\omega_0^2$, gives $b$. ∎

### Remarks on sign and limits

The factor 2 in $\lambda_s$ has two sources. In the $q$ term it counts the two stretched in-plane axes. In the $p$ term it comes from the elastic contraction, which both axes drive. The factor $1/2$ from the square root cancels it in both terms.

The sign of the shift is not fixed by symmetry. The line moves down under tension if $q<p\,C_{12}/C_{11}$. When $p$ and $q$ are both negative and $C_{12}$ is positive, this means $|q|>|p|\,C_{12}/C_{11}$. The thinning then works against the stretching: compression along $z$ stiffens the motion along $z$, while extension in the plane softens it.

If $C_{12}$ tended to zero, the layer would not contract and the singlet shift would be $qe/\omega_0$. If $C_{12}$ approached $C_{11}$, the contraction would approach $-2e$ and the volume would be conserved to first order. The shift would then tend to $(q-p)e/\omega_0$, which comes from the change of shape alone.

If a normal stress does act, Hooke's law gives $e_{zz}=(\sigma_{zz}-2C_{12}e)/C_{11}$. The singlet then gains the extra shift $p\,\sigma_{zz}/(2\omega_0C_{11})$. This term is what the theorem leaves out when a normal stress acts but the in-plane strains are still equal and the shear strains still vanish.

## 2. The observed line and silicon in numbers

The symbols carried over are the in-plane strain $e$, the normal strain $e_{zz}=-2(C_{12}/C_{11})e$, the unstrained frequency $\omega_0$ with wavenumber $\nu_0$, and the deformation constants $p$ and $q$. The squared frequencies change by

$$
\lambda_s=p\,e_{zz}+2q\,e,\qquad
\lambda_d=p\,e+q(e+e_{zz})
$$

for the singlet along $z$ and the in-plane doublet. Each shift is $\lambda/(2\omega_0)$ to first order, and the singlet obeys $\Delta\nu_s=be$ with $b=\nu_0(q-p\,C_{12}/C_{11})/\omega_0^2$.

### Proposition: volume and shape

Let $T=2e+e_{zz}$ be the relative change of volume and $D=e_{zz}-e$ the tetragonal distortion. Then

$$
\lambda_s=\frac{p+2q}{3}\,T+\frac{2(p-q)}{3}\,D,\qquad
\lambda_d=\frac{p+2q}{3}\,T-\frac{p-q}{3}\,D .
$$

*Proof.* Subtracting $D$ from $T$ gives $T-D=3e$. Adding $2D$ to $T$ gives $T+2D=3e_{zz}$. Hence $e=(T-D)/3$ and $e_{zz}=(T+2D)/3$. Substitution in the singlet yields

$$
\lambda_s=\frac{p(T+2D)+2q(T-D)}{3}
=\frac{(p+2q)T+2(p-q)D}{3}.
$$

For the doublet, $e+e_{zz}=(2T+D)/3$, so

$$
\lambda_d=\frac{p(T-D)+q(2T+D)}{3}
=\frac{(p+2q)T-(p-q)D}{3}. \qquad ∎
$$

The volume term is common to all three vibrations. The shape term moves the singlet twice as far as the doublet and in the opposite direction, so it leaves the mean of the three values of $\lambda$ unchanged.

The volume term is tied to the Grüneisen parameter $\gamma=-d\ln\omega/d\ln V$. For equal strains $\varepsilon$ along all axes, Lemma 2 gives $\lambda=(p+2q)\varepsilon$. Then $d\ln\omega=\lambda/(2\omega_0^2)$ and $d\ln V=3\varepsilon$, which give

$$
\gamma=-\frac{p+2q}{6\omega_0^2}.
$$

A measurement under hydrostatic pressure therefore fixes $p+2q$ but leaves $p-q$ open. The latter follows from the splitting,

$$
\Delta\omega_s-\Delta\omega_d=\frac{(p-q)(e_{zz}-e)}{2\omega_0}.
$$

The linear shifts of the singlet and the doublet are now established, together with their division into volume and shape terms. It remains to show which line is seen in backscattering, to test the theorem on a model crystal, and to work out the silicon example and the limits of the linear result.
